# How Atomic Masses Enter the Vineyard Prefactor of a Surface Reaction: verification in Python

```python
"""
Result under test: for one minimum and one first-order saddle of a potential,
the classical harmonic (Vineyard) prefactor is
    nu = sqrt(det K0 / |det Ks|) * |omega_u| / (2 pi),
so the masses enter only through the unstable saddle frequency omega_u.
K0, Ks: Cartesian Hessians at minimum and saddle; masses: diagonal masses.
Model: collinear O-H...CH3 proton transfer, with O and CH3 tied to a fixed frame.
Coordinates are displacements (O, H, CH3) in nm; energies in eV; masses in u.
q = H position relative to the O/CH3 midpoint; r = change of O-CH3 distance.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import root

# Round model parameters
half_shift = 0.06          # nm
quartic = 1.6e5            # eV/nm^4
spring_O = 2500.0          # eV/nm^2
spring_C = 1100.0          # eV/nm^2
energy_drop = 0.4          # eV
temperature = 500.0        # K
mass_H = np.array([16.0, 1.0, 15.0])
mass_D = np.array([16.0, 2.0, 15.0])
mass_O18 = np.array([18.0, 1.0, 15.0])
kB = const.k / const.e     # eV/K
rate_unit = const.e / (const.atomic_mass * 1e-18)  # s^-2 per eV/(u nm^2)

# Potential and its exact derivatives
xO, xH, xC = sp.symbols("xO xH xC", real=True)
q = xH - (xO + xC) / 2
r = xC - xO
a = half_shift
V_expr = (spring_O * xO**2 / 2 + spring_C * xC**2 / 2
          + quartic * (q**2 - a**2 - a * r)**2
          - energy_drop * (2 * a**3 + 3 * a**2 * q - q**3) / (4 * a**3))
coords = (xO, xH, xC)
V = sp.lambdify(coords, V_expr, "numpy")
grad_function = sp.lambdify(coords, [sp.diff(V_expr, x) for x in coords], "numpy")
hess_function = sp.lambdify(coords, sp.hessian(V_expr, coords), "numpy")


def gradient(x):
    return np.array(grad_function(*x), dtype=float)


def hessian(x):
    return np.array(hess_function(*x), dtype=float)


reactant = np.array([0.0, -a, 0.0])
product = np.array([0.0, a, 0.0])
search = root(gradient, [0.010, -0.012, -0.025], jac=hessian, tol=1e-13)
saddle = search.x
assert np.max(np.abs(gradient(saddle))) < 1e-7
assert np.max(np.abs(gradient(reactant))) < 1e-9
assert np.max(np.abs(gradient(product))) < 1e-9
K0, Ks = hessian(reactant), hessian(saddle)
assert np.all(np.linalg.eigvalsh(K0) > 0)
assert np.sum(np.linalg.eigvalsh(Ks) < 0) == 1
barrier = float(V(*saddle) - V(*reactant))

# Closed-form saddle after relaxation of the two heavy groups
spring_r = spring_O * spring_C / (spring_O + spring_C)
softening = spring_r / (spring_r + 2 * quartic * a**2)
height = quartic * softening * a**4
u_saddle = -3 * energy_drop / (16 * height)
barrier_formula = (height * (1 - u_saddle**2)**2
                   - energy_drop * (2 + 3 * u_saddle - u_saddle**3) / 4)
q_saddle = saddle[1] - (saddle[0] + saddle[2]) / 2
r_saddle = saddle[2] - saddle[0]
assert abs(q_saddle - a * u_saddle) < 1e-9
assert abs(barrier - barrier_formula) < 1e-9

# Steepest descent must connect this saddle to both stated minima
direction = np.linalg.eigh(Ks)[1][:, 0]
direction *= np.sign(direction[1])
for sign, target in [(-1, reactant), (1, product)]:
    path = solve_ivp(lambda t, x: -gradient(x), (0, 0.2),
                     saddle + sign * 1e-4 * direction,
                     method="LSODA", rtol=1e-8, atol=1e-11)
    assert path.success and np.max(np.abs(path.y[:, -1] - target)) < 1e-5


def modes(K, masses):
    """Signed frequencies in THz (negative means imaginary), eigenvectors."""
    values, vectors = np.linalg.eigh(K / np.sqrt(np.outer(masses, masses)))
    freq = np.sign(values) * np.sqrt(np.abs(values) * rate_unit) / (2e12 * np.pi)
    return freq, vectors


def vineyard(masses):
    return np.prod(modes(K0, masses)[0]) / np.prod(modes(Ks, masses)[0][1:])


det_factor = np.sqrt(np.linalg.det(K0) / abs(np.linalg.det(Ks)))


def determinant_prefactor(masses):
    unstable = eigh(Ks, np.diag(masses), eigvals_only=True)[0]
    return det_factor * np.sqrt(-unstable * rate_unit) / (2e12 * np.pi)


rng = np.random.default_rng(4)
for masses in [mass_H, mass_D, mass_O18, *rng.uniform(1, 200, (20, 3))]:
    assert np.isclose(vineyard(masses), determinant_prefactor(masses), rtol=1e-9)

# Mass sensitivity from finite changes, compared with the unstable eigenvector
participation = modes(Ks, mass_H)[1][:, 0]**2
sensitivity = []
for i in range(3):
    up, down = mass_H.copy(), mass_H.copy()
    up[i] *= 1 + 1e-4
    down[i] *= 1 - 1e-4
    sensitivity.append(np.log(vineyard(up) / vineyard(down))
                       / np.log(up[i] / down[i]))
sensitivity = np.array(sensitivity)
assert np.allclose(sensitivity, -participation / 2, atol=1e-7)
assert abs(sensitivity.sum() + 0.5) < 1e-7
ratio_HD = vineyard(mass_H) / vineyard(mass_D)
ratio_O = vineyard(mass_H) / vineyard(mass_O18)
assert 1 < ratio_HD < np.sqrt(2)
assert 1 < ratio_O < np.sqrt(18 / 16)


def flux_prefactor(masses, T):
    """Classical plane-flux rate times exp(+barrier/kT), in THz, by quadrature."""
    kT = kB * T
    root_m = np.sqrt(masses)
    values, vectors = np.linalg.eigh(Ks / np.outer(root_m, root_m))
    z = np.linspace(-7, 7, 57)
    dz = z[1] - z[0]
    z2 = np.stack(np.meshgrid(z, z, indexing="ij"), -1).reshape(-1, 2)
    widths = np.sqrt(kT / values[1:])
    points = saddle + ((z2 * widths) @ vectors[:, 1:].T) / root_m
    plane = (np.exp(-(V(*points.T) - V(*saddle)) / kT).sum()
             * dz**2 * np.prod(widths))
    z3 = np.stack(np.meshgrid(z, z, z, indexing="ij"), -1).reshape(-1, 3)
    lower = np.linalg.cholesky(K0)
    points = reactant + np.sqrt(kT) * np.linalg.solve(lower.T, z3.T).T
    normal = root_m * vectors[:, 0]
    same_side = ((points - saddle) @ normal) * ((reactant - saddle) @ normal) > 0
    energy = V(*points[same_side].T) - V(*reactant)
    well = (np.exp(-energy / kT).sum() * dz**3 * kT**1.5
            / np.prod(np.diag(lower)) * np.prod(root_m))
    return np.sqrt(kT * rate_unit / (2 * np.pi)) * plane / well / 1e12


flux_limits = []
for masses in [mass_H, mass_D]:
    ratio10 = flux_prefactor(masses, 10) / vineyard(masses)
    ratio20 = flux_prefactor(masses, 20) / vineyard(masses)
    flux_limits.append(2 * ratio10 - ratio20)
    # Linear extrapolation leaves an error of second order in temperature
    assert abs(flux_limits[-1] - 1) < 1e-3
anharmonic_H = flux_prefactor(mass_H, temperature) / vineyard(mass_H)
anharmonic_D = flux_prefactor(mass_D, temperature) / vineyard(mass_D)

# Free planar molecule: zero modes add total mass and moment of inertia factors
positions = np.array([[0.0, 0.0], [1.0, 0.1], [0.3, 0.8]])
K_free = np.zeros((6, 6))
for i, j, stiffness in [(0, 1, 5.0), (1, 2, 3.0), (0, 2, -2.0)]:
    unit = positions[j] - positions[i]
    unit /= np.linalg.norm(unit)
    bond = np.zeros(6)
    bond[2*i:2*i+2], bond[2*j:2*j+2] = -unit, unit
    K_free += stiffness * np.outer(bond, bond)
invariants = []
for masses in rng.uniform(1, 30, (8, 3)):
    repeated = np.repeat(masses, 2)
    values = np.linalg.eigvalsh(K_free / np.sqrt(np.outer(repeated, repeated)))
    values = values[np.argsort(np.abs(values))]
    assert np.max(np.abs(values[:3])) < 1e-10
    center = masses @ positions / masses.sum()
    inertia = np.sum(masses[:, None] * (positions - center)**2)
    invariants.append(np.prod(values[3:]) * np.prod(repeated)
                      / (masses.sum()**2 * inertia))
assert np.allclose(invariants, invariants[0], rtol=1e-8)


def reduced(freq, T):
    return const.h * np.abs(freq) * 1e12 / (const.k * T)


def sinh_factor(u):
    return np.sinh(u / 2) / (u / 2)


def quantum_factors(masses, T):
    """Stable-mode factor, Wigner factor and parabolic-barrier factor."""
    u0 = reduced(modes(K0, masses)[0], T)
    us = reduced(modes(Ks, masses)[0], T)
    assert us[0] < 2 * np.pi
    stable = np.prod(sinh_factor(u0)) / np.prod(sinh_factor(us[1:]))
    return stable, 1 + us[0]**2 / 24, (us[0] / 2) / np.sin(us[0] / 2)


# Check oscillator levels, parabolic transmission and the high-temperature law
u_test = reduced(modes(K0, mass_H)[0][0], temperature)
level_sum = np.exp(-u_test * (np.arange(400) + 0.5)).sum()
assert np.isclose(level_sum, 1 / (u_test * sinh_factor(u_test)), rtol=1e-10)
for masses in [mass_H, mass_D]:
    u = reduced(modes(Ks, masses)[0][0], temperature)
    below = quad(lambda x: np.exp(-x) / (1 + np.exp(-2*np.pi*x/u)), -100, 0,
                 epsabs=1e-10, limit=300)[0]
    above = quad(lambda x: np.exp(-x) / (1 + np.exp(-2*np.pi*x/u)), 0, 50,
                 epsabs=1e-10, limit=300)[0]
    assert np.isclose(below + above, quantum_factors(masses, temperature)[2],
                      rtol=1e-6)
    hot = 20000.0
    stable, _, tunnel = quantum_factors(masses, hot)
    trace_difference = np.sum((np.diag(K0) - np.diag(Ks)) / masses) * rate_unit
    leading = (const.hbar / (const.k * hot))**2 * trace_difference / 24
    assert np.isclose(stable * tunnel - 1, leading, rtol=0.02)

qH = quantum_factors(mass_H, temperature)
qD = quantum_factors(mass_D, temperature)
qO = quantum_factors(mass_O18, temperature)
fH0, fHs = modes(K0, mass_H)[0], modes(Ks, mass_H)[0]
fD0, fDs = modes(K0, mass_D)[0], modes(Ks, mass_D)[0]
crossover = const.h * abs(fHs[0]) * 1e12 / (2 * np.pi * const.k)

# Rough sensitivity to two omitted transverse H bends
bend_min, bend_saddle = 200.0, 400.0  # eV/nm^2


def bend_quantum(mass):
    frequencies = np.sqrt(np.array([bend_min, bend_saddle]) * rate_unit / mass)
    factors = sinh_factor(reduced(frequencies / (2e12 * np.pi), temperature))
    return (factors[0] / factors[1])**2


def show(label, values, unit="", digits=5):
    text = " ".join(f"{x:.{digits}g}" for x in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


show("Masses O, H, CH3", mass_H, "u")
show("Substituted masses D, 18O", [mass_D[1], mass_O18[0]], "u")
show("Length a", a, "nm")
show("Quartic constant c", quartic, "eV/nm^4")
show("Springs k_O, k_C", [spring_O, spring_C], "eV/nm^2")
show("Energy drop Delta", energy_drop, "eV")
show("Temperature", temperature, "K")
show("Relaxed spring k_r", spring_r, "eV/nm^2")
show("Softening factor k_r/(k_r+2ca^2)", softening)
show("Saddle x_O, x_H, x_C", saddle, "nm")
show("Saddle q, r", [q_saddle, r_saddle], "nm")
show("Classical barrier", barrier, "eV")
for name, matrix in [("K0", K0), ("Ks", Ks)]:
    for i, row in enumerate(matrix):
        show(f"{name} row {i+1}", row, "eV/nm^2", 6)
show("det K0, det Ks", [np.linalg.det(K0), np.linalg.det(Ks)], "eV^3/nm^6")
show("sqrt(det K0/|det Ks|)", det_factor)
show("H minimum frequencies", fH0, "THz")
show("H saddle frequencies (negative = imaginary)", fHs, "THz")
show("D minimum frequencies", fD0, "THz")
show("D saddle frequencies (negative = imaginary)", fDs, "THz")
show("H prefactor: mode product, determinant",
     [vineyard(mass_H), determinant_prefactor(mass_H)], "THz", 7)
show("D prefactor: mode product, determinant",
     [vineyard(mass_D), determinant_prefactor(mass_D)], "THz", 7)
show("H/D ratio of minimum products", np.prod(fH0) / np.prod(fD0))
show("H/D ratio of stable saddle products", np.prod(fHs[1:]) / np.prod(fDs[1:]))
show("Classical H/D prefactor ratio", ratio_HD)
show("Classical 16O/18O prefactor ratio", ratio_O, digits=7)
show("Unstable-mode weights O, H, CH3", participation)
show("Log mass sensitivities O, H, CH3", sensitivity)
boltzmann = np.exp(-barrier / (kB * temperature))
show("Boltzmann factor", boltzmann)
show("Classical harmonic rates H, D",
     np.array([vineyard(mass_H), vineyard(mass_D)]) * 1e12 * boltzmann, "s^-1")
show("Flux/Vineyard extrapolated to 0 K: H, D", flux_limits, digits=7)
show("Flux/Vineyard at 500 K: H, D", [anharmonic_H, anharmonic_D])
show("Tunnelling crossover temperature for H", crossover, "K")
show("Stable-mode quantum factors H, D", [qH[0], qD[0]])
show("Wigner tunnelling factors H, D", [qH[1], qD[1]])
show("Parabolic tunnelling factors H, D", [qH[2], qD[2]])
show("Quantum H/D: no tunnelling, Wigner, parabolic",
     ratio_HD * qH[0] / qD[0] * np.array([1, qH[1]/qD[1], qH[2]/qD[2]]))
show("Quantum 16O/18O with parabolic tunnelling",
     ratio_O * qH[0] * qH[2] / (qO[0] * qO[2]), digits=7)
for T in [1000.0, 2000.0, 5000.0]:
    hot_H, hot_D = quantum_factors(mass_H, T), quantum_factors(mass_D, T)
    show(f"Formal quantum H/D with parabolic tunnelling at {T:.0f} K",
         ratio_HD * hot_H[0] * hot_H[2] / (hot_D[0] * hot_D[2]))
show("Transverse bend stiffness at minimum, saddle",
     [bend_min, bend_saddle], "eV/nm^2")
show("Classical factor from two bends, H or D", bend_min / bend_saddle)
show("Extra quantum factor from two bends: H, D",
     [bend_quantum(1.0), bend_quantum(2.0)])
show("Bend multiplier of quantum H/D", bend_quantum(1.0) / bend_quantum(2.0))
print("success")
```

Printed output:

```
Masses O, H, CH3: 16 1 15 u
Substituted masses D, 18O: 2 18 u
Length a: 0.06 nm
Quartic constant c: 1.6e+05 eV/nm^4
Springs k_O, k_C: 2500 1100 eV/nm^2
Energy drop Delta: 0.4 eV
Temperature: 500 K
Relaxed spring k_r: 763.89 eV/nm^2
Softening factor k_r/(k_r+2ca^2): 0.39871
Saddle x_O, x_H, x_C: 0.010933 -0.0124 -0.024847 nm
Saddle q, r: -0.0054429 -0.03578 nm
Classical barrier: 0.64036 eV
K0 row 1: 7066.33 -4524.67 -41.6667 eV/nm^2
K0 row 2: -4524.67 4441.33 83.3333 eV/nm^2
K0 row 3: -41.6667 83.3333 1058.33 eV/nm^2
Ks row 1: 3638.94 235.131 -1374.07 eV/nm^2
Ks row 2: 235.131 -888.273 653.143 eV/nm^2
Ks row 3: -1374.07 653.143 1820.93 eV/nm^2
det K0, det Ks: 1.1522e+10 -6.2839e+09 eV^3/nm^6
sqrt(det K0/|det Ks|): 1.3541
H minimum frequencies: 13.112 18.761 107.62 THz
H saddle frequencies (negative = imaginary): -47.425 15.794 26.101 THz
D minimum frequencies: 13.11 18.167 78.595 THz
D saddle frequencies (negative = imaginary): -34.007 15.581 26.091 THz
H prefactor: mode product, determinant: 64.21957 64.21957 THz
D prefactor: mode product, determinant: 46.04924 46.04924 THz
H/D ratio of minimum products: 1.4142
H/D ratio of stable saddle products: 1.0141
Classical H/D prefactor ratio: 1.3946
Classical 16O/18O prefactor ratio: 1.000227
Unstable-mode weights O, H, CH3: 0.0039873 0.96888 0.027137
Log mass sensitivities O, H, CH3: -0.0019937 -0.48444 -0.013568
Boltzmann factor: 3.5113e-07
Classical harmonic rates H, D: 2.2549e+07 1.6169e+07 s^-1
Flux/Vineyard extrapolated to 0 K: H, D: 1.000001 1.000001
Flux/Vineyard at 500 K: H, D: 0.9868 0.9868
Tunnelling crossover temperature for H: 362.24 K
Stable-mode quantum factors H, D: 14.639 4.9484
Wigner tunnelling factors H, D: 1.8634 1.4439
Parabolic tunnelling factors H, D: 2.9891 1.6351
Quantum H/D: no tunnelling, Wigner, parabolic: 4.1256 5.3241 7.5418
Quantum 16O/18O with parabolic tunnelling: 1.007194
Formal quantum H/D with parabolic tunnelling at 1000 K: 2.3308
Formal quantum H/D with parabolic tunnelling at 2000 K: 1.6152
Formal quantum H/D with parabolic tunnelling at 5000 K: 1.4295
Transverse bend stiffness at minimum, saddle: 200 400 eV/nm^2
Classical factor from two bends, H or D: 0.5
Extra quantum factor from two bends: H, D: 0.71248 0.83704
Bend multiplier of quantum H/D: 0.85119
success
```
